\section*{Transverse spin absorbed by a layer with opposite delta potentials}

\section{Problem}

A particle of mass $m$, charge magnitude $e$ and wavenumber $k>0$ arrives from the left at a thin magnetic layer, described by
\begin{equation}
V(x)=\lambda\,\sigma_z\,\delta(x),\qquad \lambda>0 .
\end{equation}
Spin up sees a repulsive potential and spin down an equally strong attractive one. Their strengths are $z_\uparrow=z$ and $z_\downarrow=-z$, with
\begin{equation}
z=\frac{m\lambda}{\hbar^2k}=\frac{\lambda}{\hbar v},\qquad v=\frac{\hbar k}{m}.
\end{equation}
The incident spin points along $x$ in spin space, perpendicular to the layer's axis $z$. The scattering is elastic, the layer is static, and $k$ is the same for both spins outside it.

Write transverse spin as the complex number $s=\langle\sigma_x\rangle+i\langle\sigma_y\rangle$, so that the incident beam has $s=1$. Let $a$ be the transverse spin left in the layer per incident particle: what arrives minus what leaves in both outgoing beams. The angular momentum transferred is $(\hbar/2)a$. The real part of $a$, along the incident spin, is called the absorbed fraction. The imaginary part, perpendicular to both the incident spin and the layer's axis, is the precessional or field-like component.

Find both components as functions of $z$. At what finite $z>0$ does the precessional component vanish, and what is the absorbed fraction there?

\section{Estimate by scaling}

The quantities $m,\lambda,\hbar,k$ form one independent dimensionless combination, $z$, so $a$ depends on $z$ alone. Its two limits follow from how the spin turns inside the layer.

Give the layer a small width $d$ and potentials $\pm V$ with $Vd=\lambda$. The energy splitting $2V$ turns a transverse spin at the rate $2V/\hbar$. A weakly scattered particle spends a time $d/v$ inside, so it turns by
\begin{equation}
\varphi\simeq\frac{2V}{\hbar}\frac{d}{v}=\frac{2\lambda}{\hbar v}=2z .
\end{equation}
Because up has the higher energy, the turn is from $x$ towards $y$, and $s$ becomes $e^{2iz}$. The spin left behind is
\begin{equation}
a\simeq1-e^{2iz}\simeq-2iz\qquad(z\ll1).
\label{weak}
\end{equation}

For $z\gg1$ the layer acts almost as a hard wall. The wave on the left is close to $e^{ikx}-e^{-ikx}=2i\sin kx$, whose slope at the layer is $2ik$, while the slope on the right is small. A delta potential of strength $z_\sigma$ makes the slope jump by $2z_\sigma k\,\psi_\sigma(0)$, as shown below. Hence $-2ik\simeq2z_\sigma k\,\psi_\sigma(0)$, or $\psi_\sigma(0)\simeq-i/z_\sigma$. The transverse spin density at the layer, relative to the incident one, is
\begin{equation}
\psi_\uparrow^*(0)\psi_\downarrow(0)\simeq\frac{i}{z}\cdot\frac{i}{z}=-\frac1{z^2}.
\end{equation}
It is small and reversed. The layer turns this density with weight $2z$, so the particle gains $2iz\,(-1/z^2)$ and the layer receives the opposite:
\begin{equation}
a\simeq+\frac{2i}{z}\qquad(z\gg1).
\label{strong}
\end{equation}

The precessional component is negative for weak layers and positive for strong ones, so, being continuous in $z$, it must vanish somewhere between them. The magnitudes $2z$ and $2/z$ meet at $z=1$, which places the zero at $z$ of order one. The estimate does not fix its position, nor the absorbed fraction there.

\section{Exact solution}

\subsection{Amplitudes}

For each spin take
\begin{equation}
\psi_\sigma=\begin{cases}e^{ikx}+r_\sigma e^{-ikx},&x<0,\\ t_\sigma e^{ikx},&x>0.\end{cases}
\end{equation}
Continuity at $x=0$ requires $1+r_\sigma=t_\sigma$. Integrating the Schr\"odinger equation over a vanishing interval around $x=0$ gives
\begin{equation}
\psi_\sigma'(0^+)-\psi_\sigma'(0^-)=2z_\sigma k\,\psi_\sigma(0),
\end{equation}
because the potential term contributes $2m(\pm\lambda)/\hbar^2=2z_\sigma k$. Inserting the waves,
\begin{equation}
ik\,t_\sigma-ik(1-r_\sigma)=2z_\sigma k\,t_\sigma .
\end{equation}
With $r_\sigma=t_\sigma-1$ the left side is $2ik(t_\sigma-1)$. Dividing by $2ik$ gives $t_\sigma-1=-iz_\sigma t_\sigma$, so
\begin{equation}
t_\sigma=\frac1{1+iz_\sigma},\qquad r_\sigma=\frac{-iz_\sigma}{1+iz_\sigma}.
\label{amps}
\end{equation}

\subsection{Spin current and its balance}

The incident spinor is $(1,1)/\sqrt2$ times a plane wave, so the actual components are $\psi_\sigma/\sqrt2$. The transverse spin density is then $2(\psi_\uparrow^*/\sqrt2)(\psi_\downarrow/\sqrt2)=\psi_\uparrow^*\psi_\downarrow$, and its current is
\begin{equation}
J=\frac{\hbar}{2mi}\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow^{*\prime}\psi_\downarrow\right).
\end{equation}
On the left the two products are
\begin{align}
\psi_\uparrow^*\psi_\downarrow'&=ik\left[1-r_\downarrow e^{-2ikx}+r_\uparrow^*e^{2ikx}-r_\uparrow^*r_\downarrow\right],\\
\psi_\uparrow^{*\prime}\psi_\downarrow&=-ik\left[1+r_\downarrow e^{-2ikx}-r_\uparrow^*e^{2ikx}-r_\uparrow^*r_\downarrow\right].
\end{align}
In their difference the oscillating terms cancel, which relies on both spins having the same $k$. Thus
\begin{equation}
J_L=v(1-r_\uparrow^*r_\downarrow),\qquad J_R=v\,t_\uparrow^*t_\downarrow .
\end{equation}
The layer receives $J_L-J_R$. Dividing by the incident flux $v$,
\begin{equation}
a=1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow .
\label{adef}
\end{equation}

\subsection{Result}

From (\ref{amps}), $t_\uparrow^*=1/(1-iz)$ and $t_\downarrow=1/(1-iz)$. Likewise $r_\uparrow^*=iz/(1-iz)$ and $r_\downarrow=iz/(1-iz)$. Therefore
\begin{equation}
t_\uparrow^*t_\downarrow=\frac1{(1-iz)^2},\qquad r_\uparrow^*r_\downarrow=\frac{-z^2}{(1-iz)^2}.
\label{products}
\end{equation}
Since $(1-iz)^2=1-z^2-2iz$, equation (\ref{adef}) becomes
\begin{equation}
a=\frac{(1-z^2-2iz)-(1-z^2)}{(1-iz)^2}=\frac{-2iz}{(1-iz)^2}.
\label{compact}
\end{equation}
Multiplying numerator and denominator by $(1+iz)^2=1-z^2+2iz$ gives
\begin{equation}
\boxed{a=\frac{4z^2}{(1+z^2)^2}-i\,\frac{2z(1-z^2)}{(1+z^2)^2}}
\label{main}
\end{equation}
For finite $z>0$ the imaginary part vanishes at $z=1$ and nowhere else. The absorbed fraction can be written as
\begin{equation}
\operatorname{Re}a=1-\left(\frac{1-z^2}{1+z^2}\right)^2 ,
\end{equation}
so its maximum is 1, reached at the same $z=1$.

The local torque gives the same answer. Using the Schr\"odinger equation for $\psi_\downarrow$ and its conjugate for $\psi_\uparrow^*$,
\begin{equation}
\partial_t(\psi_\uparrow^*\psi_\downarrow)+\partial_xJ=\frac{i}{\hbar}(V_\uparrow-V_\downarrow)\psi_\uparrow^*\psi_\downarrow .
\end{equation}
In a steady state the first term is zero. Integrating across the layer, where $V_\uparrow-V_\downarrow=2\lambda\delta(x)$, and dividing by $-v$,
\begin{equation}
a=-2iz\,\psi_\uparrow^*(0)\psi_\downarrow(0).
\end{equation}
Since $\psi_\sigma(0)=t_\sigma$, this is (\ref{compact}). It also justifies the weight $2z$ used in the estimate.

\subsection{What happens to the two beams}

Both spins are transmitted with probability $T=1/(1+z^2)$, so the layer does not filter spin. Because $1/(1-iz)$ has phase $\arctan z$, equation (\ref{products}) reads
\begin{equation}
t_\uparrow^*t_\downarrow=T e^{2i\arctan z},\qquad r_\uparrow^*r_\downarrow=-(1-T)e^{2i\arctan z}.
\end{equation}
The transmitted spin turns by $2\arctan z$, and the reflected spin by the same angle plus $\pi$. Each beam remains fully polarized.

At $z=1$ the beams carry $+i/2$ and $-i/2$. Half the particles leave with spin along $+y$ on one side and half along $-y$ on the other. The net outgoing transverse spin is zero, although no beam has been dephased. A detector placed in one beam would still find complete polarization; absorption refers to the sum over both.

\subsection{Meaning of the condition $z=1$}

The attractive channel has a bound state $e^{-\kappa|x|}$. Its slope jumps by $-2\kappa$, which must equal $-2m\lambda/\hbar^2$, so
\begin{equation}
\kappa=\frac{m\lambda}{\hbar^2},\qquad E_b=\frac{\hbar^2\kappa^2}{2m},\qquad z=\frac{\kappa}{k},\qquad z^2=\frac{E_b}{E}.
\end{equation}
The precessional component vanishes when the kinetic energy $E$ equals the binding energy $E_b$. In these variables $\operatorname{Re}a=4EE_b/(E+E_b)^2$, which is unchanged when $E$ and $E_b$ are exchanged.

\section{Comparison of estimate and solution}

From (\ref{compact}), $|a|=2z/(1+z^2)$. This tends to $2z$ for weak and $2/z$ for strong layers, and the signs in (\ref{main}) agree with (\ref{weak}) and (\ref{strong}). Relative to the exact magnitude, the weak estimate is too large by $z^2$ and the strong one by $1/z^2$. At $z=0.25$ the estimate 0.50 compares with 0.471. At $z=2$ it is 1.0 against 0.80. At $z=1$ both limits give 2, twice the exact value.

Pure precession, $1-e^{2iz}$, fails sooner for the absorbed fraction. Its real part begins as $2z^2$, while (\ref{main}) begins as $4z^2$. The missing half comes from reflection. To order $z^2$ the transmitted beam carries $(1-z^2)(1-2z^2)\simeq1-3z^2$ along $x$, and the reflected beam carries $-z^2$. The sum is $1-4z^2$. Continued to larger $z$, pure precession would place the zero at $z=\pi/2$ with a real part of 2, a full reversal of the spin. In the exact solution, which includes reflection, the zero lies at $z=1$ and the real part never exceeds 1.

\section{Unequal potentials}

Suppose the layer also has a spin-independent strength $w$, so that $z_\uparrow=w+z$ and $z_\downarrow=w-z$. Then (\ref{amps}) gives
\begin{equation}
t_\uparrow^*t_\downarrow=\frac1D,\qquad r_\uparrow^*r_\downarrow=\frac{z_\uparrow z_\downarrow}{D},\qquad D=(1-iz_\uparrow)(1+iz_\downarrow).
\end{equation}
Expanding, $D=1+z_\uparrow z_\downarrow-i(z_\uparrow-z_\downarrow)=C-2iz$ with $C=1+w^2-z^2$. Since $1+z_\uparrow z_\downarrow=C$,
\begin{equation}
a=1-\frac{C}{D}=\frac{-2iz}{C-2iz}=\frac{4z^2-2izC}{C^2+4z^2}.
\label{general}
\end{equation}
The precessional zero moves to $z=\sqrt{1+w^2}$, where the absorbed fraction is again 1. For $w=0.5$ this is $z=1.118$. A numerical solution for a very thin slab, with spin currents computed from its wavefunctions, gives the same zero, and gives $z=1.0000$ for $w=0$.

\section{Worked example}

Take round parameters in the regime of a lightly doped n-type III--V semiconductor crossed by a thin, strongly magnetic sheet at a few kelvin: mass $0.07\,m_e$, spin splitting $2V=0.10$ eV, thickness $d=1.0$ nm and Fermi energy $E_F=5.0$ meV. Then $\hbar^2/m=1.0886$ eV\,nm$^2$ and $\lambda=Vd=0.050$ eV\,nm, so
\begin{align}
\kappa&=\frac{0.0500}{1.0886}=0.0459\ \mathrm{nm}^{-1},\\
k_F&=\sqrt{\frac{2(0.0050)}{1.0886}}=0.0958\ \mathrm{nm}^{-1},\\
z_F&=\frac{\kappa}{k_F}=0.479 .
\end{align}
At normal incidence $T=0.813$ and the transmitted spin turns by $51.2^\circ$. Along $x$ the outgoing beams carry $(0.813-0.187)\cos51.2^\circ=0.392$, so the absorbed fraction is 0.608. The precessional component is $-0.488$. It would vanish at $E=E_b=1.15$ meV.

An incident current density of magnitude $j=100$ A/cm$^2$, fully polarized along $x$, gives a torque per area $(\hbar/2e)\,j\,a$. Its components are 0.20 nJ/m$^2$ along $x$ and $-0.16$ nJ/m$^2$ along $y$.

\subsection{Oblique incidence}

If the sheet is uniform in its plane, the parallel momentum is conserved and the normal wavenumber sets $z$. With $\mu=\cos\theta$, $z=z_F/\mu$. For electrons arriving isotropically, the incident flux is weighted by $2\mu\,d\mu$, which is used below; a drift current, a shifted Fermi sphere, would instead carry the weight $3\mu^2\,d\mu$ and give averages of 0.787 and $-0.313$. Setting $b=z_F^2$ and $u=\mu^2$,
\begin{align}
\langle\operatorname{Re}a\rangle&=\int_0^1\frac{4bu}{(u+b)^2}\,du
=4b\int_0^1\left[\frac1{u+b}-\frac{b}{(u+b)^2}\right]du\nonumber\\
&=4b\left[\ln\left(1+\frac1b\right)-\frac1{1+b}\right]=0.794 .
\end{align}
The average precessional component is $-0.210$. Its magnitude is below the value at normal incidence for two reasons. The component weakens as $z$ rises from $z_F$ to 1, which it reaches at $\theta=61.4^\circ$. Beyond that angle, where 23\% of the flux arrives, it has the opposite sign. The second range accounts for more of the drop: about 0.18 of the total 0.28. Of the corrections considered at 4 K with the sheet as specified, this is the largest.

\subsection{Charge held by the sheet}

The bound state binds electrons, and their charge adds a repulsive potential that is the same for both spins. In a long box of length $L$, even states have the form $\cos(k|x|+\delta_\sigma)$. The slope condition gives $\tan\delta_\sigma=-z_\sigma$, and hard walls require $kL/2+\delta_\sigma=(n+\tfrac12)\pi$. The number of levels below a positive energy therefore changes by $\delta_\sigma/\pi$, counting the lowest attractive level, which has become the bound state. The changes for the two spins cancel. Between $-E_b$ and 0 there remains one extra level. Each level contributes an areal density $m(E_F-E_n)/(2\pi\hbar^2)$ from in-plane motion. The sum of $E_F-E_n$ over the occupied levels equals the integral, up to $E_F$, of the number of levels below $E$. Only the range where this number has changed contributes, so the excess is
\begin{equation}
N_s=\frac{m}{2\pi\hbar^2}\int_{-E_b}^{0}dE=\frac{mE_b}{2\pi\hbar^2}=1.7\times10^{10}\ \mathrm{cm}^{-2}.
\end{equation}
Linear Thomas--Fermi screening of a thin charge sheet gives $U=U_0e^{-|x|/\ell}$, with $U_0=e^2N_s\ell/(2\epsilon)$ and $\ell^2=2\epsilon E_F/(3ne^2)$. For $n=3.0\times10^{16}$ cm$^{-3}$ and relative permittivity 13, $\ell=9.0$ nm and $U_0=1.0$ meV. Treated as a delta potential of strength $2\ell U_0$, it would give $w=0.18$ and an absorbed fraction of 0.588. But $k_F\ell$ is close to one, so the potential is too wide for that replacement. Solving the scattering with the exponential profile itself gives about 0.67. The shift from 0.608 is then upwards, because the wide barrier slows the electron near the sheet and so raises the effective $z$. The same barrier moves the zero of the precessional component from 1.15 to about 1.5 meV in normal energy. The screening is still treated only roughly, so these remain estimates.

\subsection{The model beside real structures}

Solving the 1 nm slab without the delta approximation changes the absorbed fraction from 0.608 to 0.607; here $k_Fd=0.096$. Thermal spread at 4 K gives 0.611 at normal incidence. Outside the sheet, a field of 1 T with a rough $g=0.4$ turns the spin by 0.022 rad over 100 nm. This counts the spin alone and assumes a straight path, as for a field along the beam. Even then, motion parallel to the sheet would form Landau levels 1.7 meV apart, which is not small beside $E_F$. Across the beam, the same field would bend the path with a cyclotron radius of only 63 nm. In either case the model needs a much weaker field. The sheet must then be magnetically ordered by itself, since free spins of 5/2 at 4 K would need about 5 T to reach 90\% alignment.

The splitting of 0.10 eV needs a strongly magnetized sheet with a high magnetic-ion content. For an exchange energy of 0.2 eV and fully aligned spins of 5/2, for example, about a fifth of the cations would have to be magnetic. The chosen value is therefore illustrative and not typical of a dilute-magnetic sheet. At half the magnetization $z$ is halved, and the components become 0.205 and $-0.404$. At 300 K a Maxwell distribution, averaged over the flux from all angles, would give an absorbed fraction of 0.32, to be compared with 0.794, even if the splitting survived, which it need not do.

Zero mean potential is also a demanding assumption. An offset of 25 meV gives $w=0.24$ and, in the delta limit, an absorbed fraction of 0.573. For the 1 nm slab it is 0.58 if the offset is repulsive and 0.56 if it is attractive. Real band offsets can reach a few hundred meV. Ten times the offset gives $w=2.4$, $C\simeq6.5$ and, from (\ref{general}), about $0.92/(42+0.92)\simeq0.02$. Manganese, one possible magnetic ion, is moreover an acceptor in III--V hosts such as GaAs. Without compensation its charge would deplete the electrons near the sheet, and this model would not apply. Compensation, in turn, removes the holes that mediate ferromagnetism in such hosts, so the magnetic order assumed here cannot be taken for granted. Disorder, spin-orbit coupling and spin-flip scattering from fluctuating moments are also left out. Disorder is not a small correction: with one charged donor per electron, a Born estimate with Thomas--Fermi screening gives an energy broadening $\hbar/\tau$ of 1.5 meV for the transport time and 2.6 meV for the total scattering time, both more than $E_b$. Born is too low here, since $\ell$ is close to the effective Bohr radius $a_B=9.8$ nm: phase shifts for the same potential give 2.6 and 3.7 meV, with mean free paths of 40 and 28 nm. With $n^{1/3}a_B=0.30$ the density lies only just above the Mott value 0.26, so the free degenerate gas is itself a marginal description. Tuning the energy to $E_b$ therefore removes the field-like torque under stated conditions: a compensated sheet with matched mean potential, negligible repulsion from the charge it holds, coherent scattering, and a beam narrow in normal energy. In the example neither that repulsion nor the broadening by donors is negligible: the first moves the zero above $E_b$, and the second would blur it. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Absorbed part (along x) and precessional part (along y):
  z=0.25: x 0.2215, y -0.4152, size 0.4706
  z=0.50: x 0.6400, y -0.4800, size 0.8000
  z=1.00: x 1.0000, y +0.0000, size 1.0000
  z=2.00: x 0.6400, y +0.4800, size 0.8000
Largest thin-slab deviation from formula: 1.8e-06
Precession zero, thin slab, w=0:   z = 1.0000
Precession zero, thin slab, w=0.5: z = 1.1180
Example inputs:
  mass 0.07 m_e, splitting 0.10 eV
  thickness 1.0 nm, Fermi energy 5.0 meV
hbar^2/m = 1.0886 eV nm^2
lambda = 0.0500 eV nm
kappa = 0.04593 1/nm, k_F = 0.09585 1/nm
z at Fermi energy = 0.4792
Electron density = 2.97e+16 cm^-3
Absorbed fraction = 0.6075
Precessional component = -0.4883
Transmission probability = 0.8132
Transmitted spin turn = 51.2 deg
Binding energy = energy for z=1: 1.1483 meV
Incident current density = 100 A/cm2
Torque/area: x 0.1999, y -0.1607 nJ/m2
Neglected effects (x part, y part):
  k_F*thickness = 0.0958
  finite thickness: 0.6071, -0.4891
  precession zero of real slab: 1.1474 meV
  mean offset 25 meV gives w = 0.2396
  with that offset: 0.5728, -0.4947
  half magnetization: 0.2054, -0.4040
  hemisphere average: 0.7943, -0.2100
  incidence angle for z=1: 61.4 deg
  4 K (kT=0.345 meV): 0.6109, -0.4849
  300 K (kT=25.85 meV), x part: 0.3230
  Zeeman turn, g=0.4, 1 T, 100 nm: 0.0222 rad
  box count of excess / binding energy: 0.9994
  excess sheet density: 1.68e+10 cm^-2
  screening length (eps_r=13): 8.97 nm
  peak charge potential: 1.049 meV
  as mean strength: w = 0.1804
  with that w: 0.5876, -0.4923
\end{verbatim}
